**Classical crossing barrier of a multiphonon trap transition**

For two displaced parabolas of equal curvature, the barrier above the initial minimum is E_b = (λ − ΔE)²/(4λ), where λ is the reorganization energy of one state and ΔE is the energy released from minimum to minimum. For λ = 1.2 eV and ΔE = 0.6 eV the program finds 0.075 eV, with a reverse barrier of 0.675 eV. It asserts that the formula agrees with crossings located by root search for several parameter sets, and with a constrained minimization over three modes. It also asserts that a direct Boltzmann average of a narrow energy window reproduces exp(−E_b/kT)/√(4πλkT), the classical density of zero gap. A quantum density is computed from the overlaps of displaced-oscillator states for a phonon energy of 0.020 eV. The output gives quantum-to-classical ratios of 5.841, 1.086 and 1.011 at 100, 300 and 600 K, so the classical density is a good approximation for this mode at the two higher temperatures but not at 100 K. Making the final parabola 20% softer lowers the barrier to 0.0403 eV, which shows how strongly the result depends on equal curvature.

## Verification by program

```python
"""Classical crossing barrier of a multiphonon trap transition.

Result under test: E_b = (lam - released)**2 / (4*lam), where
  lam       reorganization energy of one state (eV),
  released  energy released from minimum to minimum (eV),
  E_b       crossing energy above the initial minimum (eV).
The coordinate x is 0 at the initial and 1 at the final minimum.
Both energy curves have equal curvature unless stated otherwise.
"""
import numpy as np
from scipy.constants import k as k_joule, e as e_charge
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize

K_B = k_joule / e_charge  # eV/K
lam = 1.2
released = 0.6


def initial_energy(x, reorg):
    return reorg * x**2


def final_energy(x, reorg, drop, stiffness=1.0):
    return stiffness * reorg * (x - 1.0)**2 - drop


def find_crossing(reorg, drop, stiffness=1.0):
    """Locate the crossing between x = -1 and x = 1 numerically."""
    def gap(x):
        return (final_energy(x, reorg, drop, stiffness)
                - initial_energy(x, reorg))
    x_cross = brentq(gap, -1.0, 1.0, xtol=1e-13)
    return x_cross, initial_energy(x_cross, reorg)


def barrier_formula(reorg, drop):
    return (reorg - drop)**2 / (4.0 * reorg)


# Crossing and barriers from the energy curves themselves
x_c, barrier = find_crossing(lam, released)
reverse = barrier - final_energy(1.0, lam, released)
vertical_gap = final_energy(0.0, lam, released) - initial_energy(0.0, lam)
assert abs(x_c - (lam - released) / (2 * lam)) < 1e-10
assert abs(barrier - barrier_formula(lam, released)) < 1e-10
assert abs(barrier - 0.075) < 1e-10
assert abs(reverse - (lam + released)**2 / (4 * lam)) < 1e-10
for test_lam, test_drop in [(0.9, 0.2), (1.5, 1.1), (0.7, -0.3)]:
    found = find_crossing(test_lam, test_drop)[1]
    assert abs(found - barrier_formula(test_lam, test_drop)) < 1e-10

# Alternative readings and unequal curvature
wrong_sign = find_crossing(lam, -released)[1]
half_lam = lam / 2
half_barrier = abs(find_crossing(half_lam, released)[1])
soft_ratio = 0.8
soft_x, soft_barrier = find_crossing(lam, released, soft_ratio)
assert half_barrier < 1e-10
assert abs(soft_barrier - barrier) > 0.01

# Lowest crossing point for three modes
mode_lam = np.array([0.5, 0.4, 0.3])
assert abs(mode_lam.sum() - lam) < 1e-12


def mode_gap(x):
    return (np.sum(mode_lam * (x - 1)**2) - released
            - np.sum(mode_lam * x**2))


seam = minimize(lambda x: np.sum(mode_lam * x**2),
                np.array([0.9, -0.2, 0.4]), method="SLSQP",
                constraints={"type": "eq", "fun": mode_gap},
                options={"ftol": 1e-13, "maxiter": 300})
assert seam.success
assert abs(seam.fun - barrier_formula(lam, released)) < 1e-6
assert np.max(np.abs(seam.x - x_c)) < 1e-3


# Classical density of zero gap: direct Boltzmann average
def classical_formula(temp):
    kt = K_B * temp
    return (np.exp(-barrier_formula(lam, released) / kt)
            / np.sqrt(4 * np.pi * lam * kt))


def classical_average(temp):
    x = np.linspace(-1.5, 1.5, 200001)
    weight = np.exp(-initial_energy(x, lam) / (K_B * temp))
    gap = final_energy(x, lam, released) - initial_energy(x, lam)
    width = 0.001  # narrow normalized window in eV
    window = (np.exp(-0.5 * (gap / width)**2)
              / (width * np.sqrt(2 * np.pi)))
    return np.sum(weight * window) / np.sum(weight)


# Quantum density: overlaps from the displaced-oscillator Hamiltonian
phonon = 0.02
huang_rhys = lam / phonon
phonons_released = int(round(released / phonon))
assert abs(phonons_released * phonon - released) < 1e-12
basis_size = 700
n_initial = 100
number = np.arange(basis_size)
levels, states = eigh_tridiagonal(
    number + huang_rhys,
    -np.sqrt(huang_rhys * number[1:]))
n_needed = n_initial + phonons_released
assert np.max(np.abs(levels[:n_needed] - np.arange(n_needed))) < 1e-8


def quantum_density(temp):
    m = np.arange(n_initial)
    boltz = np.exp(-m * phonon / (K_B * temp))
    population = boltz * (1 - np.exp(-phonon / (K_B * temp)))
    assert abs(population.sum() - 1) < 1e-12
    overlap_squared = states[m, m + phonons_released]**2
    return np.sum(population * overlap_squared) / phonon


temperatures = [100, 300, 600]
classical = {}
quantum = {}
ratio = {}
for temp in temperatures:
    classical[temp] = classical_average(temp)
    formula = classical_formula(temp)
    assert abs(classical[temp] / formula - 1) < 1e-3
    quantum[temp] = quantum_density(temp)
    ratio[temp] = quantum[temp] / classical[temp]
assert ratio[100] > 2
assert abs(ratio[300] - 1) < 0.15
assert abs(ratio[600] - 1) < 0.03
assert abs(ratio[600] - 1) < abs(ratio[300] - 1)

print(f"Reorganization energy: {lam:.3f} eV")
print(f"Energy released: {released:.3f} eV")
print(f"Vertical gap at initial minimum: {vertical_gap:.3f} eV")
print(f"Crossing coordinate: {x_c:.4f} (dimensionless)")
print(f"Forward barrier: {barrier:.4f} eV")
print(f"Forward barrier, converted: {barrier * 1000:.1f} meV")
print(f"Reverse barrier: {reverse:.4f} eV")
print(f"Barrier if release sign is reversed: {wrong_sign:.4f} eV")
print(f"Half reorganization energy: {half_lam:.3f} eV")
print(f"Barrier with half value: {half_barrier:.4f} eV")
print(f"Final/initial curvature, soft case: {soft_ratio:.2f}")
print(f"Crossing coordinate, soft case: {soft_x:.4f}")
print(f"Barrier, soft case: {soft_barrier:.4f} eV")
print("Three mode reorganization energies:",
      ", ".join(f"{v:.2f}" for v in mode_lam), "eV")
print(f"Three-mode minimum crossing energy: {seam.fun:.4f} eV")
print(f"Thermal energy at 300 K: {K_B * 300:.5f} eV")
print(f"Boltzmann factor at 300 K: {np.exp(-barrier/(K_B*300)):.4f}")
print(f"Phonon energy: {phonon:.3f} eV")
print(f"Reorganization energy / phonon energy: {huang_rhys:.0f}")
print(f"Phonons matching released energy: {phonons_released}")
for temp in temperatures:
    print(f"Thermal energy at {temp} K: {K_B * temp:.5f} eV")
    print(f"Classical density at {temp} K: {classical[temp]:.4e} 1/eV")
    print(f"Quantum density at {temp} K: {quantum[temp]:.4e} 1/eV")
    print(f"Quantum/classical ratio at {temp} K: {ratio[temp]:.3f}")
print("OK")
```

Running it gives:

```
Reorganization energy: 1.200 eV
Energy released: 0.600 eV
Vertical gap at initial minimum: 0.600 eV
Crossing coordinate: 0.2500 (dimensionless)
Forward barrier: 0.0750 eV
Forward barrier, converted: 75.0 meV
Reverse barrier: 0.6750 eV
Barrier if release sign is reversed: 0.6750 eV
Half reorganization energy: 0.600 eV
Barrier with half value: 0.0000 eV
Final/initial curvature, soft case: 0.80
Crossing coordinate, soft case: 0.1833
Barrier, soft case: 0.0403 eV
Three mode reorganization energies: 0.50, 0.40, 0.30 eV
Three-mode minimum crossing energy: 0.0750 eV
Thermal energy at 300 K: 0.02585 eV
Boltzmann factor at 300 K: 0.0550
Phonon energy: 0.020 eV
Reorganization energy / phonon energy: 60
Phonons matching released energy: 30
Thermal energy at 100 K: 0.00862 eV
Classical density at 100 K: 4.6074e-04 1/eV
Quantum density at 100 K: 2.6911e-03 1/eV
Quantum/classical ratio at 100 K: 5.841
Thermal energy at 300 K: 0.02585 eV
Classical density at 300 K: 8.8030e-02 1/eV
Quantum density at 300 K: 9.5628e-02 1/eV
Quantum/classical ratio at 300 K: 1.086
Thermal energy at 600 K: 0.05170 eV
Classical density at 600 K: 2.6551e-01 1/eV
Quantum density at 600 K: 2.6851e-01 1/eV
Quantum/classical ratio at 600 K: 1.011
OK
```
